# Why Evenly Spaced Gaussian Implants Form a Nearly Flat Dopant Box

## What symmetry and dimensions already fix

Consider a long row of implants, all with the same dose \(\Phi\) (atoms per area) and the same depth profile, with centres a distance \(d\) apart. Shifting the row by \(d\) leaves it unchanged, so the concentration \(C(x)\) has period \(d\). If each profile is symmetric about its centre, \(C\) is also even about any centre. A periodic even function is a constant plus cosines. The concentration is proportional to \(\Phi\), and if the profile has a single width \(\sigma\), the lengths available are \(d\) and \(\sigma\). Hence

\[
C(x)=\frac{\Phi}{d}\left[a_0+\sum_{m=1}^{\infty}a_m\!\left(\frac{\sigma}{d}\right)\cos\frac{2\pi m x}{d}\right],
\]

with \(x=0\) at a centre. The relative ripple therefore depends on \(\sigma/d\) and on the shape of the profile, but not on the dose. What remains is to find the numbers \(a_m\).

Here \(\sigma\) is the standard deviation in depth, called the straggle. The ripple is half the peak-to-valley difference divided by the mean concentration. Lengths are in nm, doses in cm⁻² and concentrations in cm⁻³.

## Why the harmonics are small

Let \(g(u)\) be the profile of one implant, normalized to unit area and even in \(u\). Then

\[
C(x)=\Phi\sum_{j=-\infty}^{\infty}g(x-jd).
\]

The mean over one period follows from the substitution \(u=x-jd\):

\[
\frac1d\int_0^d C\,dx=\frac{\Phi}{d}\sum_j\int_{-jd}^{(1-j)d}g(u)\,du
=\frac{\Phi}{d}\int_{-\infty}^{\infty}g(u)\,du=\frac{\Phi}{d}.
\]

The short intervals join up to cover the whole line once. So \(a_0=1\), and the mean is \(C_0=\Phi/d\) for any normalized shape.

For the harmonics, write \(k_m=2\pi m/d\). The mean of \(\cos^2(k_mx)\) over a period is \(1/2\), which puts a factor 2 in the coefficient:

\[
a_m=\frac{2}{d}\int_0^d\frac{C(x)}{\Phi/d}\cos(k_mx)\,dx
=2\sum_j\int_0^d g(x-jd)\cos(k_mx)\,dx .
\]

With the same substitution, \(\cos(k_mx)=\cos(k_mu+2\pi mj)=\cos(k_mu)\), and the intervals join again:

\[
a_m=2\hat g(k_m),\qquad \hat g(k)=\int_{-\infty}^{\infty}g(u)\cos(ku)\,du .
\]

A row of infinitely thin implants would have \(\hat g=1\), so every harmonic would have amplitude 2. The finite profile multiplies each one by its own Fourier transform.

For the Gaussian \(g(u)=e^{-u^2/2\sigma^2}/(\sigma\sqrt{2\pi})\), replace the cosine by \(e^{iku}\); the added sine part integrates to zero because \(g\) is even. Completing the square gives

\[
-\frac{u^2}{2\sigma^2}+iku=-\frac{(u-ik\sigma^2)^2}{2\sigma^2}-\frac{k^2\sigma^2}{2}.
\]

The integration line may be shifted by \(ik\sigma^2\), since the integrand has no singularities and vanishes at both far ends. The remaining Gaussian has unit area, so \(\hat g(k)=e^{-k^2\sigma^2/2}\). Inserting \(k_m\),

\[
C(x)=\frac{\Phi}{d}\left[1+2\sum_{m=1}^{\infty}q^{m^2}\cos\frac{2\pi mx}{d}\right],\qquad
q=e^{-2\pi^2\sigma^2/d^2}.
\]

The square in \(q^{m^2}\) makes the higher harmonics fall off fast: the second harmonic carries \(q^4\), the third \(q^9\).

## How large the ripple is

With \(\theta=2\pi x/d\), the slope of \(C\) is proportional to \(-\sum_m m\,q^{m^2}\sin m\theta\). Since \(|\sin m\theta|\le m|\sin\theta|\), the first term fixes the sign whenever \(\sum_{m\ge2}m^2q^{m^2-1}<1\). This holds easily at the spacings of interest, so the maxima lie at the centres and the minima at the midpoints. There the cosines are \(1\) and \((-1)^m\), respectively. Even harmonics cancel in the difference, leaving

\[
\varepsilon=\frac{C(0)-C(d/2)}{2C_0}=2\left(q+q^9+\dots\right)\simeq2e^{-2\pi^2\sigma^2/d^2}.
\]

At \(d=2\sigma\), \(q=e^{-\pi^2/2}=0.007192\), and the ripple is \(2q=1.44\) percent. The full peak-to-valley difference is twice this, 2.88 percent of the mean. A flatness specification must say which of the two it means.

The same result can be seen by adding neighbours. In units of the peak of one Gaussian, the sums at a centre and at a midpoint are

\[
1+2e^{-2}+2e^{-8}+\dots=1.2713,\qquad
2e^{-1/2}+2e^{-9/2}+\dots=1.2353 .
\]

The mean in these units is \(\sigma\sqrt{2\pi}/d=\sqrt{2\pi}/2=1.2533\). Half the difference, 0.0180, divided by 1.2533 again gives 1.44 percent. At the midpoint the two nearest flanks give 1.21, nearly as much as a peak and its two neighbours give at a centre, 1.27.

In the opposite limit, \(d\gg\sigma\), the implants separate. The valley tends to zero and the peak to \(\Phi/(\sigma\sqrt{2\pi})\), so \(\varepsilon\to d/(2\sigma\sqrt{2\pi})\). Many harmonics then contribute, and the one-term formula no longer applies.

## Overlap is not the whole reason

Overlap fills the valleys, but overlap alone does not guarantee flatness. Take the two-sided exponential \(g(u)=e^{-|u|/b}/(2b)\). Its variance is \(2b^2\), so \(b=\sigma/\sqrt2\) gives it the same straggle. Its transform is

\[
\hat g(k)=\frac1b\int_0^\infty e^{-u/b}\cos(ku)\,du=\frac{1}{1+k^2b^2}=\frac{1}{1+k^2\sigma^2/2}.
\]

At \(d=2\sigma\), \(k_1\sigma=\pi\), and the first harmonic is \(2/(1+\pi^2/2)=33.7\) percent. Summing the profiles directly over a fine depth grid gives a total ripple of 43 percent, since the higher harmonics also matter. The sharp cusp makes the transform fall as a power of \(k\), whereas the smooth Gaussian makes it fall exponentially in \(k^2\).

Conversely, rectangles of width \(d\) placed edge to edge give a flat sum with no overlap. Their transform, \(\sin(kd/2)/(kd/2)\), vanishes at every \(k_m\). The general condition for a flat row is thus a small \(\hat g\) at the wavenumbers of the row. Gaussians meet it once \(\sigma\) is a sufficient fraction of \(d\).

## Choosing the spacing

Solving \(\varepsilon=2e^{-2\pi^2\sigma^2/d^2}\) for the spacing takes two steps:

\[
\ln\frac{2}{\varepsilon}=\frac{2\pi^2\sigma^2}{d^2}
\quad\Longrightarrow\quad
\frac d\sigma=\frac{\pi\sqrt2}{\sqrt{\ln(2/\varepsilon)}} .
\]

A ripple of 1 percent requires \(d=1.93\,\sigma\), slightly tighter than two straggles. The dependence is steep:

- \(d=1.5\,\sigma\): ripple 0.031 percent
- \(d=2.0\,\sigma\): ripple 1.44 percent
- \(d=2.5\,\sigma\): ripple 8.5 percent
- \(d=3.0\,\sigma\): ripple 22 percent

The straggle must therefore be known well. Differentiating the logarithm of \(\varepsilon\) gives \(d\ln\varepsilon/d\ln\sigma=-4\pi^2\sigma^2/d^2\), which is \(-\pi^2\) at \(d=2\sigma\). A straggle 1 percent smaller than assumed raises the ripple by about a tenth of its value. For \(d=40\) nm, equal rows with \(\sigma=18\) nm and \(22\) nm have ripples of 3.7 and 0.51 percent, compared with 1.44 percent at 20 nm.

## A stack of six implants

Take round model parameters: \(\sigma=20\) nm, \(d=40\) nm, a target mean of \(10^{18}\) cm⁻³, and centres at 100, 140, 180, 220, 260 and 300 nm below the surface. Since \(40\ \text{nm}=4\times10^{-6}\) cm, each implant needs

\[
\Phi=C_0d=(10^{18}\ \text{cm}^{-3})(4\times10^{-6}\ \text{cm})=4\times10^{12}\ \text{cm}^{-2}.
\]

The surface is five straggles above the first centre. The fraction of that Gaussian lying above it is \(\tfrac12\operatorname{erfc}(5/\sqrt2)=2.9\times10^{-7}\), so surface loss can be ignored here.

A finite stack is the infinite row minus the missing implants. Relative to the mean, an implant at distance \(s\) contributes

\[
\frac{\Phi g(s)}{\Phi/d}=\frac{d}{\sigma\sqrt{2\pi}}\,e^{-s^2/2\sigma^2}=0.798\,e^{-s^2/2\sigma^2}
\]

at \(d=2\sigma\). This gives the shape of the shallow end:

- At 140 nm the nearest missing centre, at 60 nm, is \(4\sigma\) away. The deficit is \(0.798\,e^{-8}\), or 0.027 percent of the mean, and the concentration is 1.014 times the mean.
- At 120 nm the distance is \(3\sigma\), and the concentration is 0.977 of the mean.
- At 100 nm, the outermost centre, the distance is \(2\sigma\), and the concentration has fallen to 0.906.
- At 80 nm, half a spacing outside the outermost centre, present and missing implants are mirror images. Half of the infinite-row midpoint value remains, 0.493.

The deep end mirrors this. Take the flat part to be the range from the second centre to the penultimate one, 140 to 260 nm. Within it, evaluating the six-term sum on a fine grid gives concentrations between \(9.856\times10^{17}\) and \(1.014\times10^{18}\) cm⁻³, a ripple of 1.44 percent. The total dose would fill an ideal box from 80 to 320 nm, so the flat part chosen here covers half of that nominal width.

If the flat part must be longer, adding one implant extends it by one spacing. Raising the dose of the outermost implant instead lifts the shoulder, but it also lifts the next centre by \(e^{-2}\) times as much, which adds to an existing maximum.

## Dose errors and changing straggle

Suppose one implant has a relative dose error \(\delta\). At its own centre, \(s=0\), the concentration changes by \(0.798\,\delta\) of the mean. A 1 percent error gives a 0.80 percent change, and an error of about 1.8 percent gives a change as large as the ripple. For any spacing the change is \(\delta\,d/(\sigma\sqrt{2\pi})\). For one faulty implant it falls in proportion to \(d\), and for independent errors in all implants the typical change falls only about as \(\sqrt d\) at close spacing. The ripple falls much faster, so at close spacing the dose errors set the flatness. A common scale error in all doses changes the mean but not the relative ripple.

In a real energy series the straggle changes from implant to implant, so strict periodicity is lost. A reasonable starting point is to set each spacing from the local straggle and each dose in proportion to the local spacing, because the mean is \(\Phi/d\). This is an estimate for slowly varying \(\sigma\). Take spacings of two local straggles and a straggle that grows by 0.2 nm per nm of depth. With each dose set from the average of its two neighbouring gaps, the mean concentration lies about 7 percent above the target. Using only the deeper gap puts it more than 20 percent above, and using only the shallower gap more than 10 percent below. The doses should therefore be adjusted using a direct sum of the actual profiles. Skewed profiles and channelling tails also need that sum, inside the box as well as at its ends. For example, a gamma-distribution profile with skewness 0.5 has a transform of magnitude \((1+k^2\sigma^2/16)^{-8}\). At \(d=2\sigma\) this gives a ripple of 4.3 percent, three times the Gaussian value for the same straggle.

## What annealing does

For a constant diffusivity \(D\), far from the surface, the concentration obeys \(\partial C/\partial t=D\,\partial^2C/\partial x^2\). Two derivatives of \(\cos(k_mx)\) return \(-k_m^2\cos(k_mx)\), so each harmonic decays independently, and for Gaussian implants the result takes the second form below:

\[
a_m(t)=a_m(0)\,e^{-Dk_m^2t}=2\exp\!\left[-\frac{k_m^2}{2}\left(\sigma^2+2Dt\right)\right].
\]

Annealing therefore acts as an increase of the squared straggle by \(2Dt\), while the mean stays fixed. The first harmonic halves when \(4\pi^2Dt/d^2=\ln2\), or

\[
Dt=\frac{d^2\ln2}{4\pi^2}=\frac{1600\times0.693}{39.5}\ \text{nm}^2=28.1\ \text{nm}^2 .
\]

The corresponding length \(\sqrt{Dt}\) is 5.3 nm, much less than the spacing. The straggle grows from 20 to \(\sqrt{400+56.2}=21.4\) nm, and a finite-difference solution of the diffusion equation on one period gives a ripple of 0.72 percent. The price is paid at the ends: each Gaussian broadens by 7 percent, and the distance over which the six-implant stack rises from 10 to 90 percent of the mean grows from 40 to 45 nm.

An anneal already needed for damage removal or activation may thus permit a wider spacing: for Gaussian starting profiles the design formula applies with \(\sqrt{\sigma^2+2Dt}\) in place of \(\sigma\). For other shapes only the decay factor \(e^{-Dk_m^2t}\) carries over: the same anneal takes the gamma-profile ripple from 4.3 to 2.1 percent, not to 0.72 percent. Neither result applies when the diffusivity depends on concentration or on decaying implant damage, when dopants cluster, or when the surface absorbs them. The formula also describes dopant atoms, not carriers. The carrier profile follows it closely only if the activated fraction is uniform, the ionized fraction does not vary with concentration, and the Debye length is much shorter than \(d/2\pi\). Near \(10^{18}\) cm⁻³ in silicon at room temperature ionization is incomplete and falls as the concentration rises, which by itself reduces the carrier ripple. In silicon at room temperature and \(10^{18}\) cm⁻³ the Debye length is about 4 nm, while \(d/2\pi\) is 6.4 nm here, so the carrier ripple is noticeably smaller than the dopant ripple.

Numbers in the example were calculated in double precision.
